# Why the Wiedemann-Franz law fails at a transmission node: test program

```python
# Result under test: for Landauer transport with transmission Tr(E) = a (E - mu)^2 the
# electronic Lorenz ratio L = kappa/(G T) equals (21/5) L0, L0 = (pi^2/3)(kB/e)^2.
# Symbols: th = kB T, x = (E-mu)/th, w(x) = -df/dx = 1/(4 cosh^2(x/2)),
# K_n = int Tr x^n w dx, M_n = int x^n w dx, G = (2e^2/h) K0, S = -(kB/e) K1/K0,
# kappa = (2 kB^2 T/h)(K2 - K1^2/K0). d = (node - mu)/th, u = 3 d^2/pi^2.
# Lattice: chain hopping t, side level eps with coupling V, gamma = V^2/sqrt(4t^2-E^2).
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import k as kB, e as qe, h
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad
from scipy.special import expit

mp.mp.dps = 30
pi = np.pi
gx, gw = np.polynomial.legendre.leggauss(10)
edges = np.linspace(-60, 60, 241)
X = (0.5*(edges[1:]+edges[:-1])[:, None] + 0.25*gx[None, :]).ravel()
DX = np.tile(0.25*gw, 240)
W = DX/(4*np.cosh(X/2)**2)
m2 = pi**2/3
L0 = m2*(kB/qe)**2
kB_eV = kB/qe

def close(a, b, tol):
    assert abs(a-b) <= tol*abs(b), (a, b, tol)

def coeffs(Tr):
    K0, K1, K2 = (np.sum(Tr*X**n*W) for n in range(3))
    return K0, K1/K0, (K2/K0-(K1/K0)**2)/m2      # K0, mean x, L/L0

def scatter(E, H, iL, iR, t, tc):
    # lattice Schroedinger equation; unknowns: reflection r, device amplitudes, transmission
    E = np.atleast_1d(np.asarray(E, float)); N = len(H)
    assert np.all(abs(E) < 2*t)
    p = np.exp(1j*np.arccos(-E/(2*t)))
    A = np.zeros((len(E), N+2, N+2), complex); b = np.zeros((len(E), N+2, 1), complex)
    A[:, 1:N+1, 1:N+1] = E[:, None, None]*np.eye(N)-np.asarray(H)
    A[:, 0, 0] = E*p+t*p**2; A[:, 0, 1+iL] = tc; b[:, 0, 0] = -(E/p+t/p**2)
    A[:, 1+iL, 0] = tc*p; b[:, 1+iL, 0] = -tc/p
    A[:, 1+iR, N+1] = tc*p
    A[:, N+1, N+1] = E*p+t*p**2; A[:, N+1, 1+iR] = tc
    s = np.linalg.solve(A, b)[:, :, 0]
    Tr, R = abs(s[:, -1])**2, abs(s[:, 0])**2
    assert np.max(abs(Tr+R-1)) < 1e-10
    return Tr

def stub(E, t, V, eps):
    return scatter(E, [[0, -V], [-V, eps]], 0, 0, t, t)

# linear-response formulas against finite-bias and finite-dT Landauer currents
Tf = (X-1.5)**2/((X-1.5)**2+100.0)
eta = 1e-3
df = lambda v, dT: expit(-(X-v/2)/(1+dT/2))-expit(-(X+v/2)/(1-dT/2))
v0 = brentq(lambda v: np.sum(Tf*df(v, eta)*DX), -0.1, 0.1, xtol=1e-17)
Gfd = np.sum(Tf*df(eta, 0)*DX)/eta
kfd = np.sum(Tf*X*df(v0, eta)*DX)/eta
K0, xm, R = coeffs(Tf)
close(Gfd, K0, 1e-5); close(v0/eta, -xm, 1e-5); close(kfd/Gfd/m2, R, 1e-5)

# generating function and moments
for sv in (0.3, 1.0, 2.0):
    assert abs(np.sum(np.cos(sv*X)*W)-pi*sv/np.sinh(pi*sv)) < 1e-12
s = sp.symbols('s')
ser = sp.series(sp.pi*s/sp.sinh(sp.pi*s), s, 0, 8).removeO()
M = {n: sp.simplify(ser.coeff(s, n)*sp.factorial(n)*(-1)**(n//2)) for n in (2, 4, 6)}
for n in M:
    close(np.sum(X**n*W), float(M[n]), 1e-12)
    print(f"M{n} = {M[n]} = {float(M[n]):.5f} (dimensionless)")
ratio = sp.simplify(M[4]/M[2]**2)
assert ratio == sp.Rational(21, 5)
close(coeffs(X**2)[2], 21/5, 1e-12); close(coeffs(np.ones_like(X))[2], 1.0, 1e-12)
print(f"L/L0 at node = M4/M2^2 = {ratio} = {coeffs(X**2)[2]:.6f} (quadrature)")
print(f"L0 = {L0:.5e} W Ohm/K^2 ; L at node = {float(ratio)*L0:.5e} W Ohm/K^2")
cC, cB = sp.simplify(M[6]/M[4]-M[4]/M[2]), sp.simplify(M[4]/M[2])
assert sp.simplify(cC-432*sp.pi**2/245) == 0
print(f"curvature coefficients: {cC} = {float(cC):.4f} ; {cB} = {float(cB):.4f}")
cC, cB = float(cC), float(cB)

# filtering picture
w = lambda x: 1/(4*np.cosh(x/2)**2)
xg = np.linspace(0, 12, 120001)
for n, name in ((2, "charge weight x^2 w"), (4, "heat weight x^4 w")):
    xp = brentq(lambda x: x*np.tanh(x/2)-n, 0.5, 10)
    assert abs(xp-xg[np.argmax(xg**n*w(xg))]) < 2e-4
    print(f"peak of {name} at |E-mu| = {xp:.4f} kBT")
print(f"rms energy: flat {np.sqrt(np.sum(X**2*W)):.4f} kBT, node {np.sqrt(m2*coeffs(X**2)[2]):.4f} kBT")
fl = quad(w, -2, 2)[0]; nd = quad(lambda x: x*x*w(x), -2, 2)[0]/m2
print(f"share of G from |E-mu|<2 kBT: flat {fl:.4f}, node {nd:.4f}")

# power law |x|^p
Mq = lambda p: 2*mp.quad(lambda x: x**p*mp.exp(-x)/(1+mp.exp(-x))**2, [0, 1, 5, 20, 60, 120])
for p in (0, 0.5, 1, 2, 4):
    close(float(Mq(p)), float(2*mp.gamma(p+1)*mp.altzeta(p)), 1e-12)
    f = float((p+1)*(p+2)*mp.altzeta(p+2)/mp.altzeta(p))/m2
    close(float(Mq(p+2)/Mq(p))/m2, f, 1e-12)
    print(f"power law p = {p}: L/L0 = {f:.5f}")
close(f, 465/49, 1e-12)

# detuned quadratic node
Rdet = lambda u: (21/5+6*u/5+u*u)/(1+u)**2
for d in (0.4, 1.7, -3.0, 9.0):
    _, xm, R = coeffs((X-d)**2); u = d*d/m2
    close(R, Rdet(u), 1e-11); close(-xm, 2*d*m2/(m2+d*d), 1e-11)
    close(xm**2/(m2*R), 4*u/(21/5+6*u/5+u*u), 1e-11)
opt = lambda fun, a, b: minimize_scalar(fun, bounds=(a, b), method='bounded', options={'xatol': 1e-9})
dc = brentq(lambda d: coeffs((X-d)**2)[2]-1, 1, 5); close(dc*dc/m2, 4, 1e-9)
r = opt(lambda d: coeffs((X-d)**2)[2], 3, 12); close(r.x**2/m2, 9, 1e-4); close(r.fun, 24/25, 1e-10)
print(f"L = L0 at d = {dc:.4f}; minimum L/L0 = {r.fun:.5f} at d = {r.x:.4f}")
r = opt(lambda d: coeffs((X-d)**2)[1], 0.1, 8); close(r.x**2/m2, 1, 1e-4)
print(f"max S = {-r.fun*kB/qe*1e6:.2f} uV/K at d = {r.x:.4f}")
def negZ(d):
    _, xm, R = coeffs((X-d)**2); return -xm**2/(m2*R)
r = opt(negZ, 0.1, 8); close(r.x**2/m2, np.sqrt(21/5), 1e-4)
print(f"max S^2/L = {-r.fun:.4f} at d = {r.x:.4f}")

# closed-form stub transmission and the curvature law on a strongly asymmetric node
ta, Va, ea = 1.0, 1.5, 1.5
Eg = np.linspace(-1.9, 1.9, 77)
assert np.max(abs(stub(Eg, ta, Va, ea)-(Eg-ea)**2/((Eg-ea)**2+Va**4/(4*ta**2-Eg**2)))) < 1e-12
D = 4*ta**2-ea**2; b, c = -2*ea/D, -1/D-D/Va**4
dev = lambda th: (coeffs(stub(ea+th*X, ta, Va, ea))[2]/4.2-1)/th**2
num = (4*dev(0.001)-dev(0.002))/3
close(num, cC*c-cB*b*b, 1e-4)
print(f"asymmetric stub t={ta}, V={Va}, eps={ea} eV: b = {b:.4f} /eV, c = {c:.4f} /eV^2")
print(f"  th^2 coefficient: lattice {num:.3f}, formula {cC*c:.3f} - {cB*b*b:.3f} /eV^2")

# constant-gamma antiresonance, trigamma formula
def tri(g):
    z = mp.mpf(g)/(2*mp.pi); K = 1-z*mp.psi(1, 0.5+z)
    return float(K), float(1/K-3*mp.mpf(g)**2/mp.pi**2)
for g in (2.0, 7.0, 40.0):
    K0, _, R = coeffs(X**2/(X**2+g*g))
    close(K0, tri(g)[0], 1e-10); close(R, tri(g)[1], 1e-10)

# other lattices: ring, double stub, triangle with flux
t, V = 2.0, 1.0
ring = np.zeros((6, 6))
for i in range(6):
    ring[i, (i+1) % 6] = ring[(i+1) % 6, i] = -2.0
th = kB_eV*30
Rm = coeffs(scatter(th*X, ring, 0, 2, t, 1.0))[2]; Rp = coeffs(scatter(th*X, ring, 0, 3, t, 1.0))[2]
close(Rm, 4.2, 1e-3); close(Rp, 1.0, 1e-3)
print(f"six-ring hop 2 eV, lead 2 eV, link 1 eV, 30 K: L/L0 meta {Rm:.4f}, para {Rp:.4f}")
th = kB_eV*10
H2 = [[0, -t, -V, 0], [-t, 0, 0, -V], [-V, 0, 0, 0], [0, -V, 0, 0]]
R2 = coeffs(scatter(th*X, H2, 0, 1, t, t))[2]; close(R2, 465/49, 1e-3)
print(f"double stub t={t}, V={V} eV, 10 K: L/L0 = {R2:.4f}")
et = -0.5
for phi in (0.0, 0.002, 0.02):
    Ht = np.array([[0, -t, -V], [-t, 0, -V*np.exp(1j*phi)], [-V, -V*np.exp(-1j*phi), et]])
    E0 = et+V*V/t*np.cos(phi); Dl = V*V/t*np.sin(phi); be = Dl**2/(m2*th**2)
    T0 = scatter(E0, Ht, 0, 1, t, t)[0]
    assert (T0 < 1e-25) if phi == 0 else (T0 > 1e-7)
    R = coeffs(scatter(E0+th*X, Ht, 0, 1, t, t))[2]; close(R, (4.2+be)/(1+be), 1e-3)
    print(f"triangle eps={et} eV, 10 K, phi={phi} rad: Delta {Dl*1e3:.3f} meV, beta {be:.4f}, "
          f"L/L0 {R:.4f}, formula {(4.2+be)/(1+be):.4f}")

# worked example
eps = 0.0; gam = V*V/(2*t); c0 = -1/(4*t*t)-4*t*t/V**4
print(f"example: t = {t} eV, V = {V} eV, eps = mu = {eps} eV, gamma = {gam:.3f} eV, c = {c0:.4f} /eV^2")
print(f"2e^2/h = {2*qe**2/h*1e6:.4f} uS")
for T in (30, 100, 300):
    th = kB_eV*T; K0, xm, R = coeffs(stub(th*X, t, V, eps))
    assert abs(xm) < 1e-9
    close(R, tri(gam/th)[1], 2e-3)   # gamma varies slightly with E on the lattice
    G = 2*qe**2/h*K0; kap = R*L0*G*T; kq = pi**2*kB**2*T/(3*h)
    first = 4.2*(1+cC*c0*th**2)
    if T == 30:
        close(R-4.2, first-4.2, 2e-2)   # neglected next order is below one percent here
    print(f"T = {T} K: kBT = {th*1e3:.4f} meV, g = {gam/th:.3f}, K0 = {K0:.5e}, K2 = {K0*R*m2:.5e}")
    print(f"  G = {G*1e6:.5f} uS, kappa = {kap*1e12:.4f} pW/K, L = {R*L0:.4e} W Ohm/K^2")
    print(f"  L/L0: lattice {R:.4f}, first order {first:.4f}, trigamma {tri(gam/th)[1]:.4f}")
    print(f"  thermal quantum = {kq*1e12:.3f} pW/K, kappa/quantum = {kap/kq:.5f}")
T4 = brentq(lambda T: coeffs(stub(kB_eV*T*X, t, V, eps))[2]-4.0, 50, 300)
print(f"L/L0 = 4 at T = {T4:.1f} K, kBT/gamma = {kB_eV*T4/gam:.4f}")
delta = 0.005
print(f"node {delta*1e3:.1f} meV above mu:")
for T in (100, 30, 10, 1):
    th = kB_eV*T; d = delta/th; u = d*d/m2
    K0, xm, R = coeffs(stub(eps-delta+th*X, t, V, eps))
    close(R, Rdet(u), 0.03 if T == 100 else 5e-3)   # curvature correction ~ 17 (kBT/gamma)^2
    print(f"  T = {T} K: d = {d:.3f}, u = {u:.4f}, L/L0 lattice {R:.4f}, quadratic {Rdet(u):.4f}, "
          f"S = {-xm*kB/qe*1e6:.2f} uV/K")
assert abs(R-1) < 2e-3
print("PASS")
```

Output:

```
M2 = pi**2/3 = 3.28987 (dimensionless)
M4 = 7*pi**4/15 = 45.45758 (dimensionless)
M6 = 31*pi**6/21 = 1419.19357 (dimensionless)
L/L0 at node = M4/M2^2 = 21/5 = 4.200000 (quadrature)
L0 = 2.44300e-08 W Ohm/K^2 ; L at node = 1.02606e-07 W Ohm/K^2
curvature coefficients: 432*pi**2/245 = 17.4027 ; 7*pi**2/5 = 13.8174
peak of charge weight x^2 w at |E-mu| = 2.3994 kBT
peak of heat weight x^4 w at |E-mu| = 4.1307 kBT
rms energy: flat 1.8138 kBT, node 3.7172 kBT
share of G from |E-mu|<2 kBT: flat 0.7616, node 0.2422
power law p = 0: L/L0 = 1.00000
power law p = 0.5: L/L0 = 1.63414
power law p = 1: L/L0 = 2.37210
power law p = 2: L/L0 = 4.20000
power law p = 4: L/L0 = 9.48980
L = L0 at d = 3.6276; minimum L/L0 = 0.96000 at d = 5.4414
max S = 156.30 uV/K at d = 1.8138
max S^2/L = 0.7549 at d = 2.5966
asymmetric stub t=1.0, V=1.5, eps=1.5 eV: b = -1.7143 /eV, c = -0.9171 /eV^2
  th^2 coefficient: lattice -56.567, formula -15.960 - 40.606 /eV^2
six-ring hop 2 eV, lead 2 eV, link 1 eV, 30 K: L/L0 meta 4.2002, para 1.0000
double stub t=2.0, V=1.0 eV, 10 K: L/L0 = 9.4901
triangle eps=-0.5 eV, 10 K, phi=0.0 rad: Delta 0.000 meV, beta 0.0000, L/L0 4.1998, formula 4.2000
triangle eps=-0.5 eV, 10 K, phi=0.002 rad: Delta 1.000 meV, beta 0.4093, L/L0 3.2704, formula 3.2706
triangle eps=-0.5 eV, 10 K, phi=0.02 rad: Delta 9.999 meV, beta 40.9277, L/L0 1.0763, formula 1.0763
example: t = 2.0 eV, V = 1.0 eV, eps = mu = 0.0 eV, gamma = 0.250 eV, c = -16.0625 /eV^2
2e^2/h = 77.4809 uS
T = 30 K: kBT = 2.5852 meV, g = 96.704, K0 = 3.51273e-04, K2 = 4.84468e-03
  G = 0.02722 uS, kappa = 0.0836 pW/K, L = 1.0242e-07 W Ohm/K^2
  L/L0: lattice 4.1922, first order 4.1922, trigamma 4.1922
  thermal quantum = 28.393 pW/K, kappa/quantum = 0.00295
T = 100 K: kBT = 8.6173 meV, g = 29.011, K0 = 3.84664e-03, K2 = 5.21216e-02
  G = 0.29804 uS, kappa = 2.9989 pW/K, L = 1.0062e-07 W Ohm/K^2
  L/L0: lattice 4.1187, first order 4.1128, trigamma 4.1190
  thermal quantum = 94.643 pW/K, kappa/quantum = 0.03169
T = 300 K: kBT = 25.8520 meV, g = 9.670, K0 = 3.11207e-02, K2 = 3.78070e-01
  G = 2.41126 uS, kappa = 65.2580 pW/K, L = 9.0213e-08 W Ohm/K^2
  L/L0: lattice 3.6927, first order 3.4154, trigamma 3.6941
  thermal quantum = 283.929 pW/K, kappa/quantum = 0.22984
L/L0 = 4 at T = 164.9 K, kBT/gamma = 0.0569
node 5.0 meV above mu:
  T = 100 K: d = 0.580, u = 0.1023, L/L0 lattice 3.4983, quadratic 3.5661, S = 89.29 uV/K
  T = 30 K: d = 1.934, u = 1.1370, L/L0 lattice 1.4985, quadratic 1.5015, S = 155.71 uV/K
  T = 10 K: d = 5.802, u = 10.2333, L/L0 lattice 0.9602, quadratic 0.9605, S = 88.97 uV/K
  T = 1 K: d = 58.023, u = 1023.3301, L/L0 lattice 0.9992, quadratic 0.9992, S = 9.76 uV/K
PASS
```
